# Edge-scattering resistivity of a wide two-dimensional strip: a program that tests the result

```python
"""
Result under test: a wide two-dimensional strip (width w, mean free path lam,
edge specularity p, circular Fermi line) has the relative resistivity
    rho/rho0 = 1 + 4 (1-p) lam / (3 pi w) + O((lam/w)^2).
Symbols: k = w/lam; theta = angle of velocity from the strip axis;
g = deviation of the distribution, equal to cos(theta) in the bulk;
J = local current density divided by its bulk value.
Lengths inside the kinetic solver are in units of lam.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def leading_term(k, p):
    return 4 * (1 - p) / (3 * np.pi * k)


def conductivity_ratio(k, p):
    """Width-averaged conductivity from the analytic distribution."""
    def integrand(theta):
        s = np.sin(theta)
        e = np.exp(-k / s) if s > 0 else 0.0
        return np.cos(theta)**2 * s * (1 - e) / (1 - p * e)
    value = quad(integrand, 0, np.pi / 2, epsabs=1e-12, limit=200)[0]
    return 1 - 4 * (1 - p) / (np.pi * k) * value


def edge_profile(y, p):
    """Local current near one edge of a wide strip, y in units of lam."""
    def integrand(theta):
        s = np.sin(theta)
        if y == 0:
            return np.cos(theta)**2
        return np.cos(theta)**2 * np.exp(-y / s) if s > 0 else 0.0
    return 1 - (1 - p) * 2 / np.pi * quad(integrand, 0, np.pi / 2)[0]


def solve_boltzmann(k, p, rate=1.0, cells=1000):
    """Finite-difference Boltzmann equation with iterated edge conditions.

    First angular harmonic relaxes at rate 1, all higher ones at 'rate'.
    Particle number is conserved by collisions and by the edges.
    Returns mean J, J(y), cell centres, largest angular mean of g.
    """
    x, wx = np.polynomial.legendre.leggauss(24)
    quarter = (x + 1) * np.pi / 4
    theta = np.concatenate([quarter, np.pi - quarter])
    weight = np.concatenate([wx, wx]) * np.pi / 4
    c, s = np.cos(theta), np.sin(theta)
    h = k / cells
    back = 1 - 1 / rate              # share of first harmonic scattered back in
    denominator = s / h + rate / 2
    keep = (s / h - rate / 2) / denominator
    gain = 1 / denominator
    J = np.zeros(cells)
    mean = np.zeros(cells)
    end = np.zeros((2, theta.size))  # row 0 moves up, row 1 moves down
    sweeps = 40 + (int(25 / -np.log(back)) if back > 0 else 0)
    g = np.zeros((cells + 1, 2, theta.size))
    for _ in range(sweeps):
        source = c + rate * (mean[:, None] + back * J[:, None] * c)
        drive = gain * np.stack([source, source[::-1]], axis=1)
        flux_mean = (end * weight * s).sum(axis=1) / (weight * s).sum()
        start = p * end + (1 - p) * flux_mean[:, None]
        g[0] = start[::-1]
        for j in range(cells):
            g[j + 1] = keep * g[j] + drive[j]
        end = g[-1].copy()
        middle = (g[1:] + g[:-1]) / 2
        total = middle[:, 0] + middle[::-1, 1]
        J = total @ (weight * c) / np.pi
        mean = total @ weight / (2 * np.pi)
    centres = (np.arange(cells) + 0.5) * h
    return J.mean(), J, centres, np.abs(mean).max()


# --- analytic width average against the finite-difference solution
worst = 0.0
for k_test, p_test in [(0.5, 0.0), (0.5, 0.6), (2.0, 0.2), (5.0, 0.5)]:
    numeric, _, _, isotropic = solve_boltzmann(k_test, p_test)
    worst = max(worst, abs(numeric - conductivity_ratio(k_test, p_test)))
    assert isotropic < 1e-10
assert worst < 3e-4

# --- leading resistivity coefficient by extrapolation to a wide strip
coefficients = {}
for p_test in (0.0, 0.5):
    scaled = []
    for k_test in (10.0, 20.0):
        ratio, J, y, _ = solve_boltzmann(k_test, p_test)
        scaled.append((1 / ratio - 1) * k_test)
        if k_test == 10.0:
            assert abs(J[50] - edge_profile(y[50], p_test)) < 1e-3
    coefficients[p_test] = 2 * scaled[1] - scaled[0]
    # the extrapolation leaves an error of about coefficient**3 / 200
    assert abs(coefficients[p_test] - 4 * (1 - p_test) / (3 * np.pi)) < 1e-3
for p_test in (0.0, 0.2, 0.7):
    assert abs(edge_profile(0, p_test) - (1 + p_test) / 2) < 1e-10

# --- exponentially small remainder of the conductivity, high precision
mp.mp.dps = 60
p_mp = mp.mpf(1) / 5
remainder_ratio = {}
for k_int in (40, 80):
    def full_integrand(theta):
        s = mp.sin(theta)
        if s <= 0:
            return mp.mpf(0)
        e = mp.exp(-k_int / s)
        return mp.cos(theta)**2 * s * (1 - e) / (1 - p_mp * e)
    integral = mp.quad(full_integrand, [0, mp.pi / 4, mp.pi / 2], maxdegree=10)
    sigma = 1 - 4 * (1 - p_mp) / (mp.pi * k_int) * integral
    remainder = sigma - (1 - 4 * (1 - p_mp) / (3 * mp.pi * k_int))
    law = (mp.sqrt(8 / mp.pi) * (1 - p_mp)**2
           * mp.mpf(k_int)**mp.mpf(-2.5) * mp.exp(-k_int))
    remainder_ratio[k_int] = float(remainder / law)
    # next term of the asymptotic series is of relative size about 6/k
    assert abs(remainder_ratio[k_int] - 1) < 7 / k_int

# --- solver with unequal harmonic rates: decay of the edge layer
rate_test = 10.0
back_test = 1 - 1 / rate_test
_, J, y, _ = solve_boltzmann(5.0, 0.0, rate_test)
i1, i2 = np.searchsorted(y, [1.3, 1.6])
decay_numeric = -np.log((1 - J[i2]) / (1 - J[i1])) / (y[i2] - y[i1])
decay_theory = 2 * rate_test * np.sqrt(back_test * (1 - back_test))
assert abs(decay_numeric / decay_theory - 1) < 0.03

# --- worked example: doped graphene strip, rough typical inputs
density = 1e13 * 1e4            # m^-2
mobility = 4000 * 1e-4          # m^2/Vs
width = 1000e-9                 # m
p = 0.2
temperature = 300.0             # K
fermi_velocity = 1e6            # m/s
bond = 0.142e-9                 # m
e, h, hbar, kB = const.e, const.h, const.hbar, const.k

k_fermi = np.sqrt(np.pi * density)
lam = hbar * k_fermi * mobility / e
sheet = 1 / (density * e * mobility)
k = width / lam
a = leading_term(k, p)
full = 1 / conductivity_ratio(k, p) - 1
assert abs(sheet * lam / (h / (2 * e**2 * k_fermi)) - 1) < 1e-10
assert abs(full - a - a**2) < 2 * a**3 + 1e-4

# spinor overlap: relaxation rates of harmonics 1, 2, 3
def harmonic_rate(m):
    def integrand(phi):
        overlap = abs((1 + np.exp(1j * phi)) / 2)**2
        return overlap * (1 - np.cos(m * phi))
    return quad(integrand, 0, 2 * np.pi)[0]

overlap_rate = harmonic_rate(2) / harmonic_rate(1)
assert abs(harmonic_rate(3) / harmonic_rate(2) - 1) < 1e-9

# momentum-conserving electron-electron collisions, order of magnitude
E_fermi = hbar * fermi_velocity * k_fermi
kT = kB * temperature
l_ee = hbar * fermi_velocity * E_fermi / kT**2
def excess_with_rate(rate):
    return 1 / solve_boltzmann(k, p, rate)[0] - 1
excess_overlap = excess_with_rate(overlap_rate)
excess_ee = excess_with_rate(1 + lam / l_ee)
excess_both = excess_with_rate(overlap_rate + lam / l_ee)

# thermal smearing with mean free path proportional to energy, fixed density
t = kT / E_fermi
def thermal_mean(power, mu):
    def integrand(x):
        return x**power / (4 * t * np.cosh((x - mu) / (2 * t))**2)
    return quad(integrand, 0, mu + 40 * t, points=[mu], limit=200)[0]
mu = brentq(lambda m: thermal_mean(2, m) - 1, 0.5, 1.5)
thermal_factor = thermal_mean(3, mu)

# trigonal warping of the tight-binding band on the Fermi circle
angles = np.linspace(0, 2 * np.pi, 721)
qx = k_fermi * np.cos(angles)
qy = k_fermi * np.sin(angles) + 4 * np.pi / (3 * np.sqrt(3) * bond)
band = abs(np.exp(1j * qx * bond)
           + 2 * np.exp(-0.5j * qx * bond) * np.cos(np.sqrt(3) / 2 * qy * bond))
warping = (band.max() - band.min()) / (band.max() + band.min())

modes = k_fermi * width / np.pi
contact = h / (4 * e**2 * modes)
equal_length = contact * width / (sheet * a)

print(f"largest solver-formula difference in sigma/sigma0: {worst:.1e}")
for p_test, value in coefficients.items():
    print(f"p={p_test}: extrapolated coefficient {value:.4f}, "
          f"formula {4 * (1 - p_test) / (3 * np.pi):.4f}")
for k_int, value in remainder_ratio.items():
    print(f"remainder / asymptotic law at w/lambda={k_int}: {value:.4f}")
print(f"edge-layer decay rate x lambda, higher harmonics 10x faster: "
      f"solver {decay_numeric:.3f}, theory {decay_theory:.3f}")
print(f"density: {density * 1e-4:.1e} cm^-2")
print(f"mobility: {mobility * 1e4:.0f} cm2/Vs")
print(f"width: {width * 1e9:.0f} nm")
print(f"specularity p: {p}")
print(f"temperature: {temperature:.0f} K")
print(f"Fermi velocity: {fermi_velocity:.1e} m/s")
print(f"carbon bond length: {bond * 1e9:.3f} nm")
print(f"Fermi wavenumber: {k_fermi * 1e-9:.4f} nm^-1")
print(f"Fermi energy: {E_fermi / e:.4f} eV")
print(f"thermal energy kT: {kT / e:.5f} eV")
print(f"mean free path: {lam * 1e9:.1f} nm")
print(f"lambda/w: {1 / k:.4f}")
print(f"bulk sheet resistance: {sheet:.2f} ohm")
print(f"rho0*lambda: {sheet * lam * 1e9:.0f} ohm nm")
print(f"leading relative increase: {100 * a:.3f} %")
print(f"full-model relative increase: {100 * full:.3f} %")
print(f"second-order term a^2: {100 * a**2:.3f} %")
print(f"leading added sheet resistance: {sheet * a:.3f} ohm")
print(f"sheet resistance of strip, leading: {sheet * (1 + a):.2f} ohm")
print(f"local current at edge / bulk: {edge_profile(0, p):.3f}")
print(f"local current one lambda from edge / bulk: {edge_profile(1, p):.3f}")
for w_nm in (150, 300, 1000, 3000):
    kw = w_nm * 1e-9 / lam
    print(f"w={w_nm} nm: leading {100 * leading_term(kw, p):.2f} %, "
          f"full {100 * (1 / conductivity_ratio(kw, p) - 1):.2f} %")
print(f"increase for p=0, leading: {100 * leading_term(k, 0):.3f} %")
print(f"higher/first harmonic rate from spinor overlap: {overlap_rate:.3f}")
print(f"increase with spinor overlap: {100 * excess_overlap:.3f} %")
print(f"electron-electron length (order of magnitude): {l_ee * 1e9:.0f} nm")
print(f"increase with electron-electron collisions: {100 * excess_ee:.3f} %")
print(f"increase with both: {100 * excess_both:.3f} %")
print(f"thermal factor on the edge term: {thermal_factor:.4f}")
print(f"trigonal warping amplitude: {100 * warping:.2f} %")
print(f"transverse modes per spin and valley: {modes:.0f}")
print(f"ballistic contact resistance: {contact:.2f} ohm")
print(f"length where contact equals edge term: {equal_length * 1e6:.2f} um")
print("tests ok")
```

Printed output:

```
largest solver-formula difference in sigma/sigma0: 3.7e-08
p=0.0: extrapolated coefficient 0.4240, formula 0.4244
p=0.5: extrapolated coefficient 0.2122, formula 0.2122
remainder / asymptotic law at w/lambda=40: 0.8774
remainder / asymptotic law at w/lambda=80: 0.9345
edge-layer decay rate x lambda, higher harmonics 10x faster: solver 6.000, theory 6.000
density: 1.0e+13 cm^-2
mobility: 4000 cm2/Vs
width: 1000 nm
specularity p: 0.2
temperature: 300 K
Fermi velocity: 1.0e+06 m/s
carbon bond length: 0.142 nm
Fermi wavenumber: 0.5605 nm^-1
Fermi energy: 0.3689 eV
thermal energy kT: 0.02585 eV
mean free path: 147.6 nm
lambda/w: 0.1476
bulk sheet resistance: 156.04 ohm
rho0*lambda: 23027 ohm nm
leading relative increase: 5.010 %
full-model relative increase: 5.274 %
second-order term a^2: 0.251 %
leading added sheet resistance: 7.818 ohm
sheet resistance of strip, leading: 163.86 ohm
local current at edge / bulk: 0.600
local current one lambda from edge / bulk: 0.954
w=150 nm: leading 33.40 %, full 39.63 %
w=300 nm: leading 16.70 %, full 19.21 %
w=1000 nm: leading 5.01 %, full 5.27 %
w=3000 nm: leading 1.67 %, full 1.70 %
increase for p=0, leading: 6.263 %
higher/first harmonic rate from spinor overlap: 2.000
increase with spinor overlap: 4.620 %
electron-electron length (order of magnitude): 363 nm
increase with electron-electron collisions: 4.962 %
increase with both: 4.436 %
thermal factor on the edge term: 1.0239
trigonal warping amplitude: 1.99 %
transverse modes per spin and valley: 178
ballistic contact resistance: 36.17 ohm
length where contact equals edge term: 4.63 um
tests ok
```
